# The Budd-Vannimenus theorem for jellium, and its form under an oxide, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The theorem and its proof from the energy

### Result and conventions

Consider jellium with a planar surface. A rigid positive background has number density $\bar n$ for $x<0$ and zero for $x>0$. Electrons neutralize it and spill a short way into the vacuum. Let $v(x)$ be the electrostatic potential energy of an electron, averaged over the surface plane. Let $e(\bar n)$ be the energy per electron of the uniform bulk, with kinetic, exchange and correlation parts. At zero temperature

$$
v(0)-v_b=\bar n\,\frac{de}{d\bar n}=-\frac{r_s}{3}\frac{de}{dr_s},
\tag{1}
$$

where $v_b$ is the value of $v$ deep in the bulk and $\bar n=3/(4\pi r_s^3)$. The two forms agree because $d\bar n/\bar n=-3\,dr_s/r_s$.

Hartree atomic units are used in the derivations. Two conventions decide whether an implementation gives the right number.

- The potential $v$ contains the background and the Hartree potential of the electrons. It excludes the exchange-correlation potential of a Kohn-Sham calculation.
- The electron has charge $-1$, so the electrostatic potential is $\phi=-v$. In terms of $\phi$ the right-hand side of (1) changes sign.

Equation (1) has a mechanical reading. The pressure of $N$ electrons in a volume $V$, with the background kept neutral, is

$$
p=-\frac{d}{dV}\left[N e(N/V)\right]
=-N\frac{de}{d\bar n}\left(-\frac{N}{V^2}\right)
=\bar n^2\frac{de}{d\bar n}.
\tag{2}
$$

Thus $\bar n[v(0)-v_b]=p$: the potential difference across the background, times its density, equals the bulk pressure. In addition, the bulk chemical potential measured from $v_b$ is $d(\bar n e)/d\bar n=e+\bar n\,de/d\bar n$. The edge value is therefore the chemical potential minus the mean energy per electron.

The assumptions are a sharp and rigid background edge, a uniform bulk phase, and a neutral surface facing vacuum. Part 2 removes the last restriction.

### A slab whose background is stretched

Replace the half-space by a slab with background in $|x|<L/2$. Fix the area and the number $N_A$ of electrons per area, and let the background density be $\bar n=N_A/L$. The background profile is

$$
n_+(x;L)=\frac{N_A}{L}\,\theta\!\left(\frac L2-|x|\right).
$$

Its derivative with respect to $L$ has two parts. The prefactor gives $-N_A/L^2=-\bar n/L$ inside the slab. The step function gives $\tfrac12\delta(L/2-|x|)$, because the edge moves by half the change in $L$. Hence

$$
\frac{\partial n_+}{\partial L}
=-\frac{\bar n}{L}\theta\!\left(\frac L2-|x|\right)
+\frac{\bar n}{2}\left[\delta\!\left(x-\frac L2\right)+\delta\!\left(x+\frac L2\right)\right].
\tag{3}
$$

The integral of (3) is $-\bar n+\bar n=0$, so the stretch conserves background charge.

The electrostatic energy is written with the potential of a charged sheet. A sheet with unit charge per area has field $2\pi$ on each side, directed away from it. Its potential is therefore $G(x)=-2\pi|x|$ plus a constant, and the constant drops out of the total for a neutral system. Let $n(x)$ be the planar average of the electron density. The parts of the energy per area that contain the background are

$$
E_{eb}+E_{bb}
=-\iint n(x)n_+(x')G(x-x')\,dx\,dx'
+\frac12\iint n_+(x)n_+(x')G(x-x')\,dx\,dx'.
\tag{4}
$$

The planar average suffices because the background does not vary along the surface. The kinetic energy and the electron-electron repulsion do not contain $L$ explicitly.

### The identity at finite thickness

Let $\Psi_L$ be the normalized ground state and $H_L$ the Hamiltonian. Then

$$
\frac{d}{dL}\langle\Psi_L|H_L|\Psi_L\rangle
=\left\langle\Psi_L\left|\frac{\partial H_L}{\partial L}\right|\Psi_L\right\rangle
+\mathcal E_L\frac{d}{dL}\langle\Psi_L|\Psi_L\rangle ,
$$

where $\mathcal E_L$ is the total energy. The last term vanishes because the norm is fixed. This is the Hellmann-Feynman theorem: only the explicit dependence on $L$ counts. Differentiating (4) at fixed $n(x)$ gives

$$
\begin{aligned}
\frac{dE}{dL}
&=\int dx\,\frac{\partial n_+(x)}{\partial L}
\int dx'\,G(x-x')\left[n_+(x')-n(x')\right]\\
&=\int dx\,\frac{\partial n_+(x)}{\partial L}\,\phi(x).
\end{aligned}
\tag{5}
$$

The factor $\tfrac12$ in the background self-energy has gone because either factor $n_+$ can be differentiated. The inner integral is the potential of the total charge. If the self-energy were left out, the background would be missing from that potential.

Insert (3) into (5). The potential is continuous at the edges because the charge density is finite there, so the delta functions sample a definite value. For a mirror-symmetric slab both edges have the same potential:

$$
\frac{dE}{dL}
=\bar n\left[\phi_{\rm edge}-\frac1L\int_{-L/2}^{L/2}\phi\,dx\right]
=-\bar n\left[v_{\rm edge}-\langle v\rangle\right].
\tag{6}
$$

Here $\langle v\rangle$ is the average over the background slab. Equation (6) contains no thick-slab approximation. It holds wherever $E$ is differentiable. If two levels cross at some thickness, $E$ remains continuous and (6) holds on either side.

The same identity holds in Kohn-Sham theory with the local density approximation (LDA). There the energy is stationary with respect to the orbitals and occupations at fixed electron number, so their first-order changes drop out. The kinetic and exchange-correlation terms have no explicit dependence on $L$. The argument carries over to any approximate functional with these two properties, provided that $e(\bar n)$ is the bulk energy of that same functional.

### From the slab to the half-space

For a thick slab the energy per area separates into bulk and surface parts:

$$
E(L)=N_A\,e(N_A/L)+2\gamma(N_A/L)+R(L).
\tag{7}
$$

The surface energy $\gamma$ appears twice because there are two faces. The remainder $R$, which contains quantum size oscillations, is assumed to vanish for thick slabs near the chosen density. The bulk term has the derivative

$$
\frac{d}{dL}\left[N_A e(N_A/L)\right]
=N_A\frac{de}{d\bar n}\left(-\frac{N_A}{L^2}\right)
=-\bar n^2\frac{de}{d\bar n},
\tag{8}
$$

and the surface term has the derivative $-(2\bar n/L)\,d\gamma/d\bar n$, which vanishes as $1/L$.

A function can tend to zero while its derivative does not, so $R$ should not be differentiated without further knowledge. An average avoids this. Choose a fixed length $\ell$ and stretch the slab from $L$ to $L+\ell$ at constant $N_A$. Integrating (6) over this range gives

$$
-\frac1\ell\int_L^{L+\ell}\bar n(L')\left[v_{\rm edge}-\langle v\rangle\right]_{L'}dL'
=\frac{E(L+\ell)-E(L)}{\ell}.
\tag{9}
$$

Now let $L$ and $N_A$ grow together so that the density at the start of the stretch stays at $\bar n$. During the stretch the density changes by a fraction of order $\ell/L$, which tends to zero. The bulk part of the right-hand side tends to (8). The surface part vanishes as $1/L$, and the remainder contributes $[R(L+\ell)-R(L)]/\ell$, which also vanishes. No derivative of $R$ was used.

It remains to treat the slab average. In a uniform bulk phase, $v$ approaches $v_b$ away from the faces. For any small energy $\eta$ there is a distance $d$ such that $|v-v_b|<\eta$ at all points deeper than $d$. The layers nearer the faces occupy a fraction $2d/L$ of the slab and have a bounded potential. Their contribution to the average vanishes as $L$ grows, and $\eta$ can be made as small as desired. Hence $\langle v\rangle\to v_b$.

The bracket in (9) tends to the half-space value $v(0)-v_b$, and so does its average over a fixed range of thickness. Therefore

$$
-\bar n\left[v(0)-v_b\right]=-\bar n^2\frac{de}{d\bar n}.
$$

Division by $-\bar n$ gives (1).

### A solvable limit

In the Thomas-Fermi model without exchange and correlation, the electrons have a local pressure $P(n)$ and are in equilibrium when $dP/dx=-n\,dv/dx$. Poisson's equation for the electron energy is $v''=4\pi(n_+-n)$. Multiply it by $v'/(4\pi)$:

$$
\frac{d}{dx}\frac{v'^2}{8\pi}=n_+v'-nv'=n_+v'+\frac{dP}{dx}.
$$

Integration from the bulk to the edge gives $v'(0)^2/8\pi=\bar n[v(0)-v_b]+P(n(0))-P(\bar n)$. Outside there is no background. Integration from the edge to infinity, where field and pressure vanish, gives $v'(0)^2/8\pi=P(n(0))$. Subtracting the two results leaves $\bar n[v(0)-v_b]=P(\bar n)$, as (1) and (2) require.

For free electrons the mean kinetic energy is $\tfrac35E_F$, where $E_F=k_F^2/2$ and $k_F=(3\pi^2\bar n)^{1/3}$. It scales as $\bar n^{2/3}$, so $\bar n\,d/d\bar n$ multiplies it by $\tfrac23$ and the edge value is $\tfrac25E_F$. The local Fermi energy at the edge is then $\tfrac35E_F$, and the density ratio there is $n(0)/\bar n=(3/5)^{3/2}=0.465$.

### Numbers for an aluminium-like density

Take $\bar n=180\ \mathrm{nm^{-3}}$, roughly the valence density of aluminium. Then $r_s=[3/(4\pi\times180)]^{1/3}\ \mathrm{nm}=0.1099\ \mathrm{nm}$, or 2.076 bohr, and $E_F=11.625$ eV.

The kinetic part of (1) is $0.4\times11.625=4.650$ eV. The exchange energy per electron is $-3k_F/(4\pi)$, which scales as $\bar n^{1/3}$, so its part is $-k_F/(4\pi)=-2.002$ eV. The Perdew-Wang parametrization of the LDA correlation energy gives $-0.182$ eV. Up to rounding of the parts, the sum is

$$
v(0)-v_b=2.467\ \mathrm{eV}=0.09065\ \mathrm{hartree}.
$$

Self-consistent LDA slabs give the potential without use of (1). Five slabs of equal density and mean thickness 2.97 nm were averaged. Their thicknesses sample one period $\pi/k_F$, the increase in thickness that admits one more standing wave at the Fermi wavevector. The result is 2.466 eV.

The finite-thickness identity (6) was tested on a slab only 1.097 nm thick. Its thickness was changed by $\pm0.2\%$ at fixed electron number per area. The total energies give $dE/dL=-66.95$ GPa, and the potential in (6) gives the same value to the printed digits. The bulk limit is $-\bar n^2\,de/d\bar n=-71.14$ GPa. The difference of 4.19 GPa, or 5.9% of the bulk limit, is the combined surface and size contribution contained in (7). Equation (6) thus tests whether the energy and potential of a slab code agree, without needing a thick slab. It does not test the bulk value in (1).

The edge value need not be positive. At $r_s=5$ the theorem gives $-0.172$ eV and the averaged slabs give $-0.173$ eV. Attraction from exchange and correlation then outweighs the kinetic pressure, and jellium is under tension. Between these two densities $de/d\bar n$ passes through zero, and there the edge and the bulk have equal electrostatic potential.

## Part 2. Force balance, gate charge and an oxide

### What is carried over

The background has density $\bar n$ at $x<0$ and zero at $x>0$. The electron density is $n(x)$, the bulk energy per electron is $e(\bar n)$, and $v(x)$ is the electrostatic potential energy of an electron, equal to $v_b$ in the bulk. Part 1 proved $v(0)-v_b=\bar n\,de/d\bar n$ for a neutral surface facing vacuum. The bulk pressure is $p=\bar n^2de/d\bar n$. For $\bar n=180\ \mathrm{nm^{-3}}$ the edge value is 2.467 eV. Atomic units are used until the numerical example.

A gate electrode carries charge and touches an oxide. Both changes can be treated by balancing the forces on the electrons. The derivation below is for Kohn-Sham theory in the LDA.

For a neutral jellium surface facing vacuum, the potential at the background edge, measured from the bulk, is fixed by the bulk energy alone, and self-consistent slabs agree with this. It remains to find how surface charge and an adjoining oxide change the result.
